The Lyddane–Sachs–Teller Relation for a Cubic Diatomic Polar Crystal

**1. What symmetry fixes**

Take a crystal with two ions per cell, cubic symmetry and no free carriers, and consider its response to a weak, slowly varying electric field. The permittivity is a second-rank tensor, and cubic symmetry reduces it to a scalar ε(ω). Without damping or a magnetic field, time reversal makes ε a function of ω². One infrared mode gives one simple pole in ω², at a squared frequency B. Well above the mode, but far below the electronic excitations, ε tends to a constant ε∞. A function with these properties has the form

ε(ω) = ε∞ (ω² − A)/(ω² − B),

where A is also a squared frequency. Setting ω = 0 gives

ε0/ε∞ = A/B.

The static-to-electronic permittivity ratio is therefore a ratio of two squared frequencies. It remains to show that the pole is the transverse optical frequency, B = ω_TO², and the zero is the longitudinal one, A = ω_LO². The result is

ω_LO²/ω_TO² = ε0/ε∞.

Here ε0 is the static permittivity with the ions free to move and the cell shape fixed; ε∞ is the permittivity with the ions clamped. The phonon frequencies are long-wave limits taken at wavevectors q with ω/c ≪ q ≪ 1/a, where c is the speed of light and a the lattice constant. The lower condition removes retardation, the upper one phonon dispersion.

The algebra uses atomic units, with ħ = e = m_e = 1 and D = E + 4πP. Numerical frequencies are quoted as energies ħω.

**2. Energy and equations of motion**

Let u = u₊ − u₋ be the displacement of the cation relative to the anion, E the macroscopic field, and Ω the cell volume. To second order, the energy per cell at fixed E is

F(u,E) = ½ μω_TO² u² − Z* u·E − Ω(ε∞ − 1)E²/(8π).

Terms linear in u or E are absent because no vector is invariant under the cubic group. Each quadratic coefficient is a scalar for the same reason that ε is. The first coefficient defines ω_TO as the frequency at E = 0; section 3 shows that this is the transverse frequency. The second defines the Born charge Z*. The third is fixed by the clamped-ion response, as shown below.

The force on the cation is f = −∂F/∂u, and the force on the anion is −f. Dividing each by its mass and subtracting,

ü = f/m₊ + f/m₋ = f/μ, with 1/μ = 1/m₊ + 1/m₋.

Hence

μü = −μω_TO² u + Z*E. (1)

The polarization is P = −(1/Ω)∂F/∂E:

P = Z*u/Ω + (ε∞ − 1)E/(4π). (2)

At u = 0 this gives D = E + 4πP = ε∞E, which confirms the third coefficient. The same Z* appears in the force and in the polarization because both are derivatives of one energy.

For motion as exp(−iωt), ü = −ω²u, so (1) gives

u = Z*E/[μ(ω_TO² − ω²)].

Insert this in (2), form D = E + 4πP, and divide by E:

ε(ω) = ε∞ + S/(ω_TO² − ω²), S = 4πZ*²/(Ωμ). (3)

S has the dimension of a squared frequency. At ω = 0,

ε0 = ε∞ + S/ω_TO². (4)

Since S cannot be negative, ε0 ≥ ε∞ for a stable lattice.

**3. Transverse and longitudinal waves**

In the unretarded regime a plane wave obeys

q × E = 0 and q·D = 0.

The first equation says that E has no component perpendicular to q. The second says that D has no component along q.

*Transverse wave.* If u is perpendicular to q, only perpendicular components are involved, and the perpendicular E vanishes. Equation (1) reduces to ü = −ω_TO²u. The transverse frequency is ω_TO, the pole of (3).

*Longitudinal wave.* If u is parallel to q, D vanishes:

0 = E + 4πP = ε∞E + 4πZ*u/Ω,

so

E = −4πZ*u/(Ωε∞).

For positive Z* the field opposes the displacement and adds a restoring force. The clamped-ion permittivity appears in the denominator because the electrons screen this field. Substitution in (1) gives

μü = −[μω_TO² + 4πZ*²/(Ωε∞)]u,

and therefore

ω_LO² = ω_TO² + S/ε∞. (5)

Divide (5) by ω_TO²:

ω_LO²/ω_TO² = 1 + S/(ε∞ω_TO²).

Equation (4) says S/ω_TO² = ε0 − ε∞. Then

ω_LO²/ω_TO² = 1 + (ε0 − ε∞)/ε∞ = ε0/ε∞. (6)

To recover the form found from symmetry, place (3) over a common denominator and use (5) in the form S = ε∞(ω_LO² − ω_TO²):

ε(ω) = [ε∞(ω_TO² − ω²) + S]/(ω_TO² − ω²)
= ε∞(ω_LO² − ω²)/(ω_TO² − ω²). (7)

Thus ε vanishes at ω_LO. Between the two frequencies it is negative, and an undamped transverse electromagnetic wave cannot propagate.

**4. Limits**

*Weak polarity.* If Z* = 0, then S = 0, the two frequencies coincide and so do the two permittivities. For small S, write (5) as ω_LO² − ω_TO² = (ω_LO − ω_TO)(ω_LO + ω_TO) and replace the sum by 2ω_TO:

ω_LO − ω_TO ≈ S/(2ε∞ω_TO).

The splitting is quadratic in the Born charge.

*Soft transverse mode.* Let ω_TO tend to zero with S and ε∞ held fixed. Equation (4) gives ε0 ≈ S/ω_TO², which diverges, while (5) gives ω_LO → √(S/ε∞), which stays finite. The diverging permittivity ratio reflects a vanishing transverse stiffness, not a diverging longitudinal one. Sufficiently close to the instability, anharmonic terms can no longer be neglected.

*Retardation.* For a transverse wave the full Maxwell equations give c²q² = ω²ε(ω). Using (7),

c²q²(ω_TO² − ω²) = ε∞ω²(ω_LO² − ω²).

Collect powers of ω² and use ε∞ω_LO² = ε0ω_TO²:

ε∞ω⁴ − (ε0ω_TO² + c²q²)ω² + c²q²ω_TO² = 0.

At q = 0 the roots are ω² = 0 and ω² = ε0ω_TO²/ε∞ = ω_LO². The upper transverse branch therefore starts at the longitudinal frequency. This is expected, since at q = 0 there is no direction that could distinguish the two polarizations.

At large cq the lower branch approaches ω_TO. Put ω² = ω_TO² − δ in the equation before collection. To leading order,

c²q²δ = ε∞ω_TO²(ω_LO² − ω_TO²) = ω_TO²S.

The fractional frequency shift is δ/(2ω_TO²) = S/(2c²q²). This sets the smallest q at which the unretarded ω_TO may be used.

*Damping.* With one constant damping rate γ in the equation of motion, (3) becomes

ε(ω) = ε∞ + S/(ω_TO² − ω² − iγω).

The poles satisfy ω² + iγω − ω_TO² = 0. Setting ε = 0 and using (5) gives the same equation for the zeros, with ω_LO in place of ω_TO. For γ < 2ω_TO the solutions are

ω_pole = −iγ/2 ± √(ω_TO² − γ²/4),
ω_zero = −iγ/2 ± √(ω_LO² − γ²/4).

Their squared moduli are ω_TO² and ω_LO². Relation (6) therefore survives for the moduli of the complex frequencies. It does not hold precisely for their real parts or for the positions of spectral peaks.

**5. A microscopic model that can be worked by hand**

The preceding sections take ω_TO, Z* and ε∞ as given. A rocksalt lattice of polarizable point ions supplies all three. The ions carry charges ±Z and polarizabilities α₊ and α₋, with α = α₊ + α₋. Nearest neighbours repel through a pair potential V(r), with r = a/2.

*Local field.* A displaced ion is equivalent, to first order, to a dipole Zu on its site. Each site feels the dipoles on all the others. In the long-wave limit the field tensor per unit cell dipole has two parts: the macroscopic field, −4πq̂q̂/Ω with q̂ = q/|q|, and a remainder which cubic site symmetry makes a multiple t of the unit tensor. The field tensor of a dipole at another site has zero trace, by Laplace's equation. The trace of the sum is therefore 3t − 4π/Ω = 0, and

t = 4π/(3Ω).

This holds at both sites, so they share the local field

E_loc = E + t d, d = Zu + αE_loc,

where d is the total cell dipole. Eliminate d and set x = αt:

E_loc = (E + tZu)/(1 − x),
d = (Zu + αE)/(1 − x).

Comparison with d = ΩP and (2) gives

Z* = Z/(1 − x), ε∞ − 1 = 4πα/[Ω(1 − x)] = 3x/(1 − x).

Adding 3 to the second result gives ε∞ + 2 = 3/(1 − x), so Z* = Z(ε∞ + 2)/3.

*Stiffness.* For u along a cube axis, two bonds are stretched or compressed and four are displaced sideways. Their force constants are k_L = V″ and k_T = V′/r, so the repulsion contributes K = 2k_L + 4k_T. The undisplaced lattice produces no field or field gradient at a cubic site, so the remaining force is ZE_loc:

μü = −Ku + Z(E + tZu)/(1 − x).

Comparison with (1) gives

μω_TO² = K − Z²t/(1 − x),

and the coefficient of E is again Z*. For x < 1, as a stable electronic response requires, the local field softens the transverse mode, and the lattice is stable against this mode while K exceeds the softening.

Finally, k_T follows from equilibrium. With Madelung constant M, the static energy per ion pair is −MZ²/r + 6V(r). Setting its derivative to zero gives MZ²/r² + 6V′ = 0, or

k_T = −MZ²/(6r³).

**6. Worked example**

The inputs are rough values in the regime of magnesium oxide, used as an insulating tunnel barrier: a = 4.20 Å, masses 24.3 u and 16.0 u, Z = 1.20, α₊ = 0.10 Å³, α₋ = 1.70 Å³ and k_L = 8.10 eV/Å². They define a model for long waves, not a first-principles calculation of the material. Its optical modes at the zone centre are stable, which is all that (6) needs, but the lattice as a whole is not: at the zone boundary, q = (0, 0, 2π/a), one longitudinal mode has ω² < 0. The model must therefore not be used for the full phonon spectrum or for thermal averages over it.

The cell volume is Ω = a³/4 = 18.522 Å³. Then

x = 4π × 1.80/(3 × 18.522) = 0.407,
ε∞ = (1 + 2x)/(1 − x) = 3.060,
Z* = 1.20/(1 − x) = 2.024.

With M = 1.7476, equilibrium gives k_T = −0.652 eV/Å². Hence

K = 2 × 8.10 − 4 × 0.652 = 13.59 eV/Å².

The local-field softening is 7.91 eV/Å², leaving a net stiffness of 5.68 eV/Å². More than half of the repulsive stiffness is cancelled. With μ = 9.648 u, the transverse frequency is 0.04962 eV.

The coupling frequency is √S = 0.13168 eV. Equation (4) gives

ε0 = 3.060 + (0.13168/0.04962)² = 10.10.

The permittivity ratio is 3.3015, and (6) predicts

ω_LO = 0.04962 × √3.3015 = 0.09016 eV.

In frequency units the two modes lie at 12.00 THz and 21.80 THz.

For comparison, the dipole fields of this lattice were summed numerically and its vibrations found by diagonalization for q along a cube axis, without using (6). That calculation also gives ω_LO = 0.09016 eV. The clamped and relaxed permittivities came separately from the response to an applied field. The squared frequency ratio and the permittivity ratio are both 3.30153 to the digits printed in the numerical output.

**7. Size of the neglected effects**

*Finite wavevector.* A 15 Å barrier suggests the wavevector π/(15 Å). At that q, along a cube axis of the bulk model, ω_TO is 0.04985 eV and ω_LO is 0.08840 eV. Their squared ratio is 3.145, which is 4.7% below the bulk permittivity ratio. This is an estimate of dispersion within the model, not a calculation of a film with electrodes and interfaces. It depends on how the polarizability is divided between the two ions, whereas the zone-centre quantities depend only on the sum α: an equal division gives 3.3%. It also depends on direction: along [111], with the original division, it is 1.7%.

*Retardation.* The lower transverse branch lies 1% below ω_TO at q = 0.00047 Å⁻¹. The leading formula agrees: cq = √(S/0.02) = 0.93 eV, and division by ħc = 1973 eV Å gives the same q to two digits. The barrier wavevector, 0.21 Å⁻¹, is more than 400 times larger.

*Damping.* For a rough damping of 0.002 eV, take the transverse peak from Im ε and the longitudinal peak from −Im(1/ε). Their squared ratio differs from ε0/ε∞ by 0.03%.

*Electronic dispersion.* Placing all the electronic strength at a rough onset of 8 eV makes ε∞ rise by 0.009% between zero frequency and ω_LO. Strength at higher energies would give a smaller rise.

*Thermal expansion.* A rough linear expansion of 10⁻⁵ per kelvin over 100 K lowers ω_TO by about 1% and raises ε0 by about 1%. Charges and polarizabilities are held fixed, and the repulsion is taken as exponential. Both figures depend on its decay length, which is short in this model (section 8); a decay length of 0.3 Å, with k_L, k_T, Z and α unchanged, lowers ω_TO by only about 0.3% and turns the change of ε0 into a fall of about 0.1%. Even the sign of the ε0 change is therefore a property of the assumed repulsion. The relation still holds if all four quantities refer to the same lattice constant.

*Strong field.* At 10 MV/cm, a rough breakdown scale for a thin barrier, the linear ionic displacement is 0.036 Å. Nonlinearity of the model repulsion alone reduces it by 2.1%; with a decay length of 0.3 Å, at the same k_L and the same net stiffness, this reduction is below 1%. The Coulomb and induced-dipole forces are also nonlinear and act in the opposite direction: with them included the model gives a reduction of between 1% and 1.5%, and with the 0.3 Å decay length the two contributions nearly cancel. The permittivities in (6) are small-field quantities.

*Anharmonic motion.* For this model, this is the largest estimate. If the relative motion at 300 K is assigned the single frequency ω_TO, its root-mean-square value per axis is 0.077 Å, about twice the displacement in the strong field. Averaging the repulsive curvature over this motion, at fixed lattice constant, raises ω_TO by about 10%. The estimate omits cubic terms, which can offset it, so it establishes neither the sign nor the size of the net shift. The 10% also depends strongly on the short decay length of the model repulsion, discussed in section 8. With a decay length of 0.3 Å, at the same k_L and the same net stiffness, the same average raises ω_TO by only about 2%. The larger figure is therefore a property of this model, not an estimate for magnesium oxide. The single frequency is also an assumption that cannot be replaced here by the full harmonic spectrum, because the model has unstable modes near the zone boundary. Whatever its size, a fractional error made by combining a harmonic ω_TO with permittivities measured at 300 K passes unchanged into ω_LO. Frequencies and permittivities must come from the same temperature and the same level of description.

**8. The model beside the real material**

Magnesium oxide has a static permittivity near 10, an electronic permittivity near 3, and optical phonons near 0.05 and 0.09 eV. The model lies close to these rough values because its inputs were selected for that regime. Two parameters need care. The charge Z = 1.20 is well below the formal ionic charge of 2; in this point-dipole model, the local field raises it to Z* = 2.02. The exponential repulsion has decay length −rk_T/k_L = 0.17 Å, shorter than the roughly 0.3 Å usual for ionic crystals. The comparisons at 0.3 Å in section 7 change only the third and higher derivatives of V and keep k_L and k_T. They are not a refit of the model: a pure exponential with that decay length, in equilibrium at the same k_L, would need Z ≈ 1.6 and a negative polarizability to keep the net stiffness. The fourth derivative of an exponential repulsion is k_L divided by the square of the decay length, so at given k_L and given displacement a short decay length makes the quartic term large. A real barrier also breaks the assumption of an unbounded crystal. In the bulk estimate above, the finite wavevector moves the squared frequency ratio by 4.7%; interface bonding, strain and defects are not included.

**9. Use in a calculation**

A first-principles calculation normally supplies the dynamical matrix at zero macroscopic field, the Born charges and the clamped-ion permittivity. The first gives ω_TO; equations (4) and (5) then give ε0 and ω_LO. In SI units, S = Z*²e²/(ε_vac Ωμ), where ε_vac is the vacuum permittivity.

If ε0 and ω_LO are both calculated this way, (6) holds for any value of Z*, even a wrong one, because the same S enters both. Agreement then shows only that the same S was used consistently in both equations. It tests neither the Born charge nor the unit conversion in S. A physical test needs an independent ε0 or ω_LO, for instance from a finite-field calculation with relaxed ions.

When ε0 is inferred from ε∞ and the two frequencies, small fractional errors combine as

δε0/ε0 = δε∞/ε∞ + 2δω_LO/ω_LO − 2δω_TO/ω_TO.

A 1% error in either frequency thus changes ε0 by about 2%.

The conditions of (6) can fail in four common situations:

- With n undamped infrared modes, the argument of section 1 gives n poles and n zeros. The permittivity ratio is then the product of all n squared frequency ratios, and one pair alone is insufficient.
- With free carriers, ε has an additional low-frequency response, and the lattice ε0 is no longer the static limit of the total.
- In a piezoelectric cubic crystal, such as one with the zincblende structure, a static measurement at free strain includes a contribution from cell deformation. Relation (6) requires the fixed-strain value. The rocksalt structure has inversion symmetry and no linear piezoelectric contribution.
- In a noncubic crystal, ε and Z* are tensors, and the longitudinal frequency can depend on the direction of q.

Table of computed values

```
INPUTS (rough, magnesium-oxide regime)
lattice constant: 4.20 angstrom
cation mass: 24.3 u
anion mass: 16.0 u
ionic charge Z: 1.20 e
cation polarizability: 0.10 angstrom^3
anion polarizability: 1.70 angstrom^3
bond stiffness k_L: 8.10 eV/angstrom^2
INTERMEDIATE VALUES
cell volume: 18.522 angstrom^3
reduced mass: 9.648 u
Madelung constant: 1.7476
bond stiffness k_T: -0.6521 eV/angstrom^2
repulsive stiffness K: 13.591 eV/angstrom^2
local-field softening: 7.909 eV/angstrom^2
net stiffness mu w_TO^2: 5.683 eV/angstrom^2
Born charge Z*: 2.0239 e
sqrt(4 pi Z*^2/(Omega mu)): 0.13168 eV
MAIN RESULTS
eps_electronic: 3.0597
eps_static: 10.1015
permittivity ratio: 3.30153
w_TO: 0.04962 eV
w_LO by diagonalization: 0.09016 eV
w_LO by the relation: 0.09016 eV
squared frequency ratio: 3.30153
w_TO/2pi: 12.00 THz
w_LO/2pi: 21.80 THz
NEGLECTED EFFECTS
barrier thickness: 15.0 angstrom
w_TO at q=pi/thickness: 0.04985 eV
w_LO at q=pi/thickness: 0.08840 eV
squared ratio at that q: 3.1454
q for 1% retardation shift: 0.000470 1/angstrom
damping (rough): 0.0020 eV
peak-ratio error by damping: 0.0283 %
electronic onset (rough): 8.0 eV
rise of eps_electronic at w_LO: 0.0086 %
linear expansion (rough): 10.0 1e-6/K
warming: 100 K
w_TO change by expansion: -1.11 %
eps_static change by expansion: 0.96 %
strong field: 10.0 MV/cm
linear ion shift in field: 0.0356 angstrom
ion shift change, nonlinear: -2.07 %
temperature: 300 K
rms relative motion per axis: 0.0766 angstrom
w_TO rise, quartic estimate: 9.8 %
```
